# Kennard–Stepanov Relation and Bose–Einstein Condensation of Photons in a Dye Cavity

## Result and conventions

Let $A(\omega)$ be the rate at which a ground-state dye molecule absorbs light from a cavity mode, per photon in the mode, and let $E(\omega)$ be the corresponding stimulated-emission rate of an excited molecule. If each electronic manifold is in internal equilibrium at temperature $T$, then

$$\frac{E(\omega)}{A(\omega)}=\exp\left[-\frac{\hbar\omega-\Delta F}{kT}\right], \tag{1}$$

where $\Delta F$ is the free-energy gap between the manifolds. This is the Kennard–Stepanov relation. When reabsorption is much faster than cavity loss, it gives the photons a Bose–Einstein distribution. In a two-dimensional isotropic harmonic trap of frequency $\Omega$, with two polarizations, the excited levels then hold at most about

$$N_c\simeq\frac{\pi^2}{3}\left(\frac{kT}{\hbar\Omega}\right)^2,\qquad kT\gg\hbar\Omega. \tag{2}$$

This is a leading-order law, and in a finite trap condensation is a smooth crossover. Photon interactions are neglected. Since hartrees are unnatural for this problem, $\hbar$ and $k$ are kept and energies are given in meV.

## The Kennard–Stepanov relation

Let $U_i$ and $U_j$ be the energies of vibronic states $i$ of the ground manifold and $j$ of the excited manifold. The electronic energy is included in $U_j$. A mode with annihilation operator $a$ couples them through $G_{ji}\,a|j\rangle\langle i|$ plus its Hermitian conjugate. For $n$ photons, the squared matrix element is $|G_{ji}|^2n$ for absorption and $|G_{ji}|^2(n+1)$ for emission. Fermi's golden rule therefore gives

$$A=\frac{2\pi}{\hbar}\sum_{ij}p_i|G_{ji}|^2\delta(U_j-U_i-\hbar\omega),\quad
E=\frac{2\pi}{\hbar}\sum_{ij}p_j|G_{ji}|^2\delta(U_j-U_i-\hbar\omega). \tag{3}$$

The populations are normalized within each manifold: $p_i=e^{-U_i/kT}/Z_g$ and $p_j=e^{-U_j/kT}/Z_e$. On the support of the delta function,

$$\frac{p_j}{p_i}=\frac{Z_g}{Z_e}e^{-(U_j-U_i)/kT}=\frac{Z_g}{Z_e}e^{-\hbar\omega/kT}. \tag{4}$$

This factor is the same for every pair contributing at a given $\omega$, so it comes out of the sum. Defining $\Delta F=-kT\ln(Z_e/Z_g)$ gives $Z_g/Z_e=e^{\Delta F/kT}$, and (1) follows. The matrix elements may depend on the vibrations, because they cancel. The two manifolds need not be in equilibrium with each other, which is what allows the dye to be pumped.

The gap $\Delta F$ generally differs from the 0–0 transition energy $U_{00}$. For one harmonic vibration with quanta $w_g$ and $w_e$ in the two manifolds, $Z=e^{-U_0/kT}/(1-e^{-w/kT})$, where $U_0$ is the lowest energy of the manifold. Hence

$$\Delta F-U_{00}=kT\ln\frac{1-e^{-w_e/kT}}{1-e^{-w_g/kT}}. \tag{5}$$

For $w_g=20$, $w_e=14$ and $kT=25.85$ meV this is $-6.5$ meV: the softer excited manifold has more thermally accessible states. Diagonalization of two displaced oscillators confirms (1) within the width of the frequency bins used. When the excited manifold is given the temperature $1.5T$, the largest error in $\ln(E/A)$ rises from 0.02 to 3.5; the latter value depends on the bins and frequency window used and ranges from about 2 to 4. Vibrational relaxation must therefore be fast compared with pumping and optical transitions.

Equation (1) concerns a single mode. In free space, with a nondispersive light speed $v$, the two polarizations have $V\omega^2/(\pi^2v^3)$ modes per unit angular frequency in a volume $V$. One photon carries flux $v/V$, so the absorption cross section is $\sigma=AV/v$, with $A$ averaged over orientations. The spontaneous photon rate per unit angular frequency is thus

$$\frac{V\omega^2}{\pi^2v^3}E(\omega)=\frac{\omega^2}{\pi^2v^2}\sigma(\omega)\,e^{-(\hbar\omega-\Delta F)/kT}. \tag{6}$$

The emitted power has a further factor $\hbar\omega$ and hence a prefactor $\omega^3$.

## A dye with a continuous vibrational bath

The worked example needs a definite spectrum. Take vibrations of frequencies $w_l$ that are displaced, but not changed in frequency, by excitation. With $b_l$ their annihilation operators and $S_l$ their Huang–Rhys factors,

$$H_e-H_g=\Delta F+\lambda+X,\quad X=\sum_l\hbar w_l\sqrt{S_l}(b_l+b_l^\dagger),\quad \lambda=\sum_lS_l\hbar w_l. \tag{7}$$

For a constant transition dipole, writing the delta function in (3) as a time integral gives

$$A(\omega)\propto\int_{-\infty}^{\infty}dt\,e^{i\omega t}\left\langle e^{iH_gt/\hbar}e^{-iH_et/\hbar}\right\rangle_g. \tag{8}$$

The variable $X$ is linear in thermal oscillators and hence Gaussian, so its second cumulant suffices. Let $\bar n_l$ be the thermal occupation of vibration $l$. Its contribution to $\langle X(\tau)X(0)\rangle/\hbar^2$ is $S_lw_l^2[(\bar n_l+1)e^{-iw_l\tau}+\bar n_le^{iw_l\tau}]$. The required double integral is

$$\int_0^tdt_1\int_0^{t_1}d\tau\,e^{-iw\tau}=\frac{-iwt+1-e^{-iwt}}{w^2}, \tag{9}$$

and the other term uses its complex conjugate. The terms linear in $t$ add to $-iS_lw_lt$. In the exponential $e^{-(\ldots)}$ they become $+iS_lw_lt$ and cancel the phase $e^{-i\lambda t/\hbar}$. With $2\bar n_l+1=\coth(\hbar w_l/2kT)$, what remains is

$$A\propto\int dt\,e^{i(\omega-\Delta F/\hbar)t-g(t)},\quad
g(t)=\sum_lS_l\left[\coth\frac{\hbar w_l}{2kT}(1-\cos w_lt)+i\sin w_lt\right]. \tag{10}$$

For emission the displacement is reversed and the thermal average is over the excited manifold. The same calculation gives $\int dt\,e^{-i(\omega-\Delta F/\hbar)t-g(t)}$. Changing $t$ to $-t$ and using $g(-t)=g^*(t)$ replaces $g$ in (10) by $g^*$.

For slow vibrations and high temperature, expanding at short times gives $g\simeq\lambda kTt^2/\hbar^2+i\lambda t/\hbar$. With $\Delta=\hbar\omega-\Delta F$, the Gaussian integral yields

$$A\propto e^{-(\Delta-\lambda)^2/(4\lambda kT)},\qquad E\propto e^{-(\Delta+\lambda)^2/(4\lambda kT)}. \tag{11}$$

The difference of the exponents is $-4\Delta\lambda/(4\lambda kT)=-\Delta/kT$, as (1) requires.

The example uses the full expression (10) with a continuous bath. In terms of the vibrational energy $w$ in meV, the density of Huang–Rhys factors is $(\lambda/w_c)e^{-w/w_c}/w$, with $\lambda=50$ meV and $w_c=20$ meV. Its integral weighted by $w$ is $\lambda$. Numerical Fourier integration confirms (1) within 200 meV of $\Delta F$.

## Rate equations and the photon distribution

Let $N_g$ and $N_e$ be the numbers of ground-state and excited molecules. Assume that their ratio $\rho=N_e/N_g$ is uniform over the modes, and replace $\langle N_en_\alpha\rangle$ by $N_e\langle n_\alpha\rangle$, and similarly for $N_g$. Writing $n_\alpha$ for the mean occupation of mode $\alpha$ and $\kappa$ for the cavity loss rate,

$$\dot n_\alpha=E_\alpha N_e(n_\alpha+1)-A_\alpha N_gn_\alpha-\kappa n_\alpha. \tag{12}$$

Here $A_\alpha$ and $E_\alpha$ are averaged over the molecules; their ratio remains (1). If $P$ is the pump rate per ground-state molecule and $\Gamma$ the rate of all other losses per excited molecule,

$$\dot N_e=PN_g-\Gamma N_e-\sum_\alpha[E_\alpha N_e(n_\alpha+1)-A_\alpha N_gn_\alpha]. \tag{13}$$

In the steady state, (12) says that each bracket in (13) equals $\kappa n_\alpha$. The pump balance is therefore $PN_g=\Gamma N_e+\kappa\sum_\alpha n_\alpha$, which fixes $\rho$. Solving (12) for $n_\alpha$ and dividing numerator and denominator by $E_\alpha N_e$,

$$n_\alpha=\frac{E_\alpha N_e}{\kappa+A_\alpha N_g-E_\alpha N_e}
=\frac{1}{\dfrac{A_\alpha N_g}{E_\alpha N_e}(1+r_\alpha)-1},\qquad r_\alpha=\frac{\kappa}{A_\alpha N_g}. \tag{14}$$

By (1), a mode of energy $\varepsilon_\alpha$ has $A_\alpha/E_\alpha=e^{(\varepsilon_\alpha-\Delta F)/kT}$. Thus

$$n_\alpha=\frac{1}{(1+r_\alpha)e^{(\varepsilon_\alpha-\mu)/kT}-1},\qquad \mu=\Delta F+kT\ln\rho. \tag{15}$$

For $r_\alpha\to0$ this is the Bose–Einstein distribution. The chemical potential is set by the molecular excitation, while the temperature comes from the vibrations through (1). In the opposite limit, $r_\alpha\gg1$, and not too close to threshold, so that $\kappa-E_\alpha N_e\gg A_\alpha N_g$, (14) becomes $n_\alpha\simeq E_\alpha N_e/(\kappa-E_\alpha N_e)$: the mode with the largest emission rate is favoured, as in a laser.

### How small must the loss be?

Near condensation a small change in the denominator of (15) matters. Let $\varepsilon_0$ be the lowest mode energy, $y_\alpha=(\varepsilon_\alpha-\varepsilon_0)/kT$, and define

$$\tilde\mu=\mu-\varepsilon_0-kT\ln(1+r_0),\qquad
\tilde y_\alpha=y_\alpha+\ln\frac{1+r_\alpha}{1+r_0}. \tag{16}$$

Then $n_\alpha=1/(e^{\tilde y_\alpha-\tilde\mu/kT}-1)$ with no further approximation. A loss factor common to all modes merely shifts the chemical potential. Let $s(y)=d\ln A/dy$. Since $r\propto1/A$, $dr/dy=-sr$, and

$$\tilde y=y-\int_0^y\frac{s(y')r(y')}{1+r(y')}\,dy'. \tag{17}$$

Suppose that absorption is weakest at the lowest mode, so that $r_\alpha\le r_0$. Then (16) gives $\tilde y\le y$. If $s_{\max}\ge0$ is the largest slope, the integrand in (17) is at most $\eta=s_{\max}r_0/(1+r_0)$. Consequently,

$$(1-\eta)y\le\tilde y\le y. \tag{18}$$

The occupation of a level is therefore close to its Bose–Einstein value when both $\eta$ and $\eta y$ are small. Conversely, if $sr/(1+r)>1$ at the lowest mode, (17) makes $\tilde y$ decrease at first. For closely spaced levels, some excited mode then has a smaller effective energy and reaches threshold before the lowest one.

## The harmonic trap

Two spherical mirrors of curvature radius $R$ stand a distance $D_0\ll R$ apart on the axis. At distance $r$ from the axis each surface is displaced by $r^2/(2R)$, so the separation is $D(r)=D_0-r^2/R$. For longitudinal number $\ell$, $k_z=\ell\pi/D(r)$. With transverse wavenumber $q$ and $k_0=\ell\pi/D_0$, expansion at small $q$ and $r$ gives

$$\varepsilon=\hbar v\sqrt{k_z^2+q^2}\simeq\hbar vk_0+\frac{\hbar vq^2}{2k_0}+\frac{\hbar vk_0r^2}{D_0R}. \tag{19}$$

The second term is $\hbar^2q^2/(2m_{\rm ph})$ with $m_{\rm ph}=\hbar k_0/v$. Equating the third to $m_{\rm ph}\Omega^2r^2/2$ yields

$$\Omega=v\sqrt{\frac{2}{D_0R}}. \tag{20}$$

The levels are $\varepsilon_0+m\hbar\Omega$, $m=0,1,2,\ldots$, where $\varepsilon_0=\hbar vk_0+\hbar\Omega$. There are $m+1$ ways to divide $m$ quanta between two directions, so with two polarizations the degeneracy is $2(m+1)$. From here on, only the modes of one longitudinal number $\ell$ are counted, and "lowest mode" means the lowest of that family.

The leading state count does not rely on the expansion (19). In the semiclassical local-cavity model, put $u=r^2/(D_0R)$ and $K=k_0+\epsilon/(\hbar v)$, with $\epsilon$ measured from $\hbar vk_0$. At each $r$ the allowed area in $q$ space is $\pi(K^2-k_z^2)$, where $k_z=k_0/(1-u)$. Since $d^2r=\pi D_0R\,du$, the number of states below $\epsilon$ is

$$\mathcal N=\frac{2}{(2\pi)^2}\pi^2D_0R\int_0^{1-k_0/K}\left[K^2-\frac{k_0^2}{(1-u)^2}\right]du. \tag{21}$$

The integral is $K^2(1-k_0/K)-k_0^2(K/k_0-1)=(K-k_0)^2$. Therefore

$$\mathcal N(\epsilon)=\frac{D_0R}{2}\left(\frac{\epsilon}{\hbar v}\right)^2=\left(\frac{\epsilon}{\hbar\Omega}\right)^2. \tag{22}$$

## The critical number

A finite positive $n_0$ requires $\tilde\mu<0$. For negligible loss, the largest population of the excited levels is approached as $\mu\to\varepsilon_0$. With $x=\hbar\Omega/kT$,

$$N_c=\sum_{m=1}^{\infty}\frac{2(m+1)}{e^{mx}-1}. \tag{23}$$

For $x\ll1$ the sum over the term $2m$ dominates and becomes an integral:

$$N_c\simeq\frac{2}{x^2}\int_0^\infty\frac{z\,dz}{e^z-1}
=\frac{2}{x^2}\sum_{j=1}^\infty\frac1{j^2}=\frac{\pi^2}{3x^2}. \tag{24}$$

The middle step uses $1/(e^z-1)=\sum_{j\ge1}e^{-jz}$ and $\int_0^\infty ze^{-jz}dz=1/j^2$. This proves (2).

The finite-size correction follows from the Euler–Maclaurin formula, $\sum_{m\ge1}f(m)=\int_0^\infty f\,dm-f(0)/2-f'(0)/12+\ldots$. For $f=m/(e^{mx}-1)=1/x-m/2+\ldots$ it gives

$$\sum_{m\ge1}\frac{m}{e^{mx}-1}=\frac{\pi^2}{6x^2}-\frac1{2x}+\frac1{24}+\ldots. \tag{25}$$

The remaining sum has a singular summand at $m=0$. Separate $1/(e^z-1)=e^{-z}/z+h(z)$, where $h(0)=1/2$. The first part sums to $-\ln(1-e^{-x})/x=-\ln x/x+1/2+O(x)$. For the second, integrate from a small $\delta$: the two pieces of $\int_\delta^\infty h\,dz$ are $-\ln(1-e^{-\delta})\to-\ln\delta$ and $-\int_\delta^\infty e^{-z}dz/z\to\gamma+\ln\delta$, where $\gamma$ is Euler's constant. Hence $\int_0^\infty h\,dz=\gamma$, and

$$\sum_{m\ge1}\frac1{e^{mx}-1}=\frac{\gamma-\ln x}{x}+\frac14+O(x). \tag{26}$$

Twice the sum of (25) and (26) is

$$N_c=\frac{\pi^2}{3x^2}+\frac{2(\gamma-\ln x)-1}{x}+\frac7{12}+O(x). \tag{27}$$

## Worked example

Take $T=300$ K, refractive index 1.4, $\ell=7$, $\hbar vk_0=2100$ meV and $R=1$ m. These give $D_0=1.476$ μm and, from (20), $\hbar\Omega=0.1641$ meV, or $\Omega/2\pi=39.7$ GHz. Thus $1/x=25.852/0.16407=157.57$, and

$$\frac{\pi^2}{3}(157.57)^2\simeq8.168\times10^4. \tag{28}$$

The correction in (27) is $157.57\,[2(0.577+5.060)-1]+0.58\simeq1.62\times10^3$. The total, $8.330\times10^4$, agrees with the direct sum and exceeds the leading law by 2.0%.

The lowest mode lies 120 meV below $\Delta F$. Its reabsorption rate is 20 per ns with all molecules in the ground state, and $\kappa=0.2$ per ns. Hence $r_0\simeq0.0101$. The computed slope is $s_{\max}=1.63$, close to the value $(\lambda-\Delta)/(2\lambda)=170/100=1.70$ from (11). This gives $\eta=1.63\times0.0101/1.0101\simeq0.016$. The golden rule also requires absorption to be slow compared with the decay of molecular coherence. At the absorption peak $\hbar$ times the collective rate is 3.8 meV, well below the line width of about 118 meV.

With this loss the excited levels saturate at $8.436\times10^4$ photons, 1.3% above the lossless sum. The sign follows from (18): lower effective energies allow larger occupations. The populations are as follows, with the total in units of the lossless $N_c$.

| Total$/N_c$ | Lowest level | Excited levels | $\tilde\mu$ (meV) |
|---|---:|---:|---:|
| 0.5 | 3.9 | 41,645 | −10.7 |
| 1 | 467 | 82,831 | −0.111 |
| 2 | 82,249 | 84,347 | −0.00063 |

Doubling the total from $N_c$ to $2N_c$ adds about 1,500 photons to the excited levels and about 82,000 to the lowest one. At $N_c$ itself, $|\tilde\mu|$ is still comparable with $\hbar\Omega$, and the lowest level holds 0.6% of the photons; this is the finite-size crossover. At $2N_c$ the occupations differ by at most 1.7% from a Bose–Einstein distribution with the same $n_0$.

Few molecules need be excited. Setting $\tilde\mu=0$ in (16) gives $\rho=(1+r_0)e^{-120/25.852}\simeq0.0097$, an excited fraction of 0.96%. Condensation thus occurs far from population inversion, because (1) makes emission at the lowest mode about a hundred times stronger than absorption.

Raising $\kappa$ to 100 per ns makes $sr_0/(1+r_0)=1.37$. Level $m=101$, 16.6 meV above the lowest, now reaches threshold first. A pumped dye in a harmonic trap therefore does not by itself ensure condensation into the ground mode.

Time integration of (12) and (13) from an empty cavity, in a coarser trap with $\hbar\Omega=0.2kT$, reaches the predicted steady state. The example keeps levels up to $12kT$ and leaves out mirror penetration and nonuniform pumping. It also leaves out the dispersive shift of the mode energies by the dye line, $-0.5$ to $-1.2$ meV over the lowest few $kT$, which would raise the excited-level count by about 1%, comparable with the 1.3% effect of the loss. It also assumes that only the $\ell=7$ family takes part. The spacing of $11.6kT$ between families does not by itself justify this: the $\ell=6$ family starts 300 meV lower, so its high transverse levels lie among and below the $\ell=7$ levels. If they were equally well confined and coupled to the dye, all $\ell=6$ levels with transverse energy between $6.4kT$ and $11.6kT$ would reach threshold before the lowest $\ell=7$ mode, the first at an excited fraction of 0.19%. The example therefore applies only to a cavity in which these modes are suppressed, for instance by additional losses. The lowest of them reach 0.35 mm from the axis, less than the 0.44 mm of the highest $\ell=7$ levels kept, so a loss that grows off axis would also remove the $\ell=7$ levels above about $7.5kT$, which hold about 0.3% of $N_c$. The numerical output below lists the inputs and results.

## Numbers as computed

```
temperature = 300 K, kT = 25.852 meV
Two-oscillator dye test:
 vibrational quanta g, e = 20, 14 meV
 displacement = 2.0 (dimensionless)
 free-energy gap minus 0-0 gap = -6.547 meV
 max error of ln(E/A), thermal = 0.0193
 half-bin limit of that error = 0.0193
 same error, excited manifold at 1.5 T = 3.456
Continuous-bath dye:
 reorganization energy = 50 meV
 bath cutoff = 20 meV
 max error of ln(E/A) within 200 meV = 5.9e-09
 absorption peak minus dF = 44.0 meV
 absorption full width at half maximum = 117.5 meV
Cavity and trap:
 index = 1.4, longitudinal number = 7
 cavity energy = 2100 meV
 mirror radius = 1.0 m
 mirror distance = 1.4760 micrometre
 hbar Omega = 0.16407 meV
 Omega/(2 pi) = 39.672 GHz
 kT/(hbar Omega) = 157.567
 longitudinal spacing / kT = 11.60
Critical photon number:
 leading law = 81678.4
 direct level sum = 83297.8
 sum / leading law = 1.01983
 saturation with cavity loss = 84357.0
 bounds on it = 83293.8 to 86053.2
Rates:
 lowest mode minus dF = -120 meV
 reabsorption at lowest mode = 20.0 per ns
 cavity loss = 0.2 per ns
 hbar * peak absorption rate = 3.791 meV
 r0 = 0.01010, slope s = 1.630, eta = 0.01629
Total = 0.5 N_c (direct sum):
 lowest level = 3.9, excited levels = 41645.0 photons
 effective mu minus lowest mode = -10.707528 meV
 excited-molecule fraction = 0.006394
 max relative deviation from Bose = 0.01058
Total = 1.0 N_c (direct sum):
 lowest level = 466.5, excited levels = 82831.3 photons
 effective mu minus lowest mode = -0.110599 meV
 excited-molecule fraction = 0.009603
 max relative deviation from Bose = 0.01536
Total = 2.0 N_c (direct sum):
 lowest level = 82248.8, excited levels = 84346.8 photons
 effective mu minus lowest mode = -0.000629 meV
 excited-molecule fraction = 0.009643
 max relative deviation from Bose = 0.01647
Time integration, coarse trap hbar Omega = 0.2 kT:
 total photons = 646.70, N_c = 99.69
 photons in lowest level = 546.61
Lossy cavity, loss = 100 per ns:
 slope s r0/(1+r0) = 1.370
 first level at threshold: m = 101
 its energy above lowest mode = 16.57 meV
```
